# Fermi-Level Error from Gaussian Smearing and Its Methfessel-Paxton Cancellation, part 1

(Sections cited here and not found follow in the second part.)

## I. The shift of the Fermi level

### 1. The situation

A metal is in contact with a semiconductor, and we want the energy an electron must gain to pass from the metal into the conduction band. This n-type barrier is

$$\Phi_n=E_C-E_F ,$$

where $E_C$ is the conduction-band edge at the interface and $E_F$ is the Fermi level of the metal. A first-principles calculation often obtains it in three pieces. A bulk calculation of the metal gives $E_F$ relative to the average electrostatic potential in the metal. A bulk calculation of the semiconductor gives $E_C$ relative to its own average potential. A calculation of the interface gives the step between the two averages. If the step is held fixed, an error in the metal's Fermi level enters the barrier one for one. Section 8 states when the step itself responds.

Such an error arises from the way the metal is computed. The bands are known at a finite set of wave vectors, and a sharp division between filled and empty states makes the electron count jump whenever a level crosses $E_F$. The usual remedy is to replace the sharp step by a smooth one of width $\sigma$. The level $\mu$ that then gives the right number of electrons is reported as the Fermi level. How far is $\mu$ from $E_F$, and can the smooth step be chosen so that the difference is small?

### 2. Definitions and assumptions

Let $D(E)$ be the density of states of the metal, counting both spins, per formula unit. Its integral is

$$I(E)=\int_{-\infty}^{E}D(E')\,dE',\qquad I'(E)=D(E).$$

With $N$ electrons per formula unit, the sharp Fermi level is defined by $I(E_F)=N$.

With smearing, a state at energy $E$ has occupation $f(x)$, where $x=(E-\mu)/\sigma$. Gaussian smearing uses

$$f_0(x)=\tfrac12\,\mathrm{erfc}(x)=\int_x^\infty \frac{e^{-y^2}}{\sqrt\pi}\,dy .$$

The function under the integral is a broadened delta function. Its standard deviation is $1/\sqrt2$ in the variable $y$, hence $\sigma/\sqrt2$ in energy. This convention fixes the numerical factors below. If a width $s$ is quoted as a standard deviation, then $\sigma^2=2s^2$.

Four things are assumed for now:

- The bands do not change when the occupations change.
- The sum over wave vectors is converged.
- $D(E_F)>0$.
- $D$ is smooth over several $\sigma$ on both sides of $E_F$.

Part II relaxes the first, second and fourth of these.

### 3. The electron count as an average

Write a general smooth step as $f(x)=\int_x^\infty\tilde\delta(y)\,dy$, where $\tilde\delta$ is even, has unit area and decays like a Gaussian. The condition that fixes $\mu$ is

$$N=\int_{-\infty}^{\infty}dE\,D(E)\int_{(E-\mu)/\sigma}^{\infty}dy\,\tilde\delta(y).$$

The inner condition $y>(E-\mu)/\sigma$ is the same as $E<\mu+\sigma y$. The double integral converges absolutely, because $D$ vanishes below the lowest band and grows no faster than a power of $E$ above it, so the order may be exchanged. For given $y$, the energy integral runs over $E<\mu+\sigma y$ and gives $I(\mu+\sigma y)$:

$$N=\int_{-\infty}^{\infty}\tilde\delta(y)\,I(\mu+\sigma y)\,dy. \tag{1}$$

The smeared count is thus an average of sharp counts, taken over Fermi levels spread around $\mu$. If $I$ were a straight line, the average would equal the value at the centre and there would be no error. The error comes from the curvature of $I$, which is $I''=D'$.

To make this quantitative, expand

$$I(\mu+\sigma y)=I+\sigma yD+\frac{\sigma^2y^2}{2}D'+\frac{\sigma^3y^3}{6}D''+\frac{\sigma^4y^4}{24}D'''+\dots,$$

with all functions on the right taken at $\mu$. Odd powers of $y$ integrate to zero because $\tilde\delta$ is even. With the moments $M_n=\int y^n\tilde\delta(y)\,dy$ and $M_0=1$,

$$N=I(\mu)+\frac{M_2\sigma^2}{2}D'(\mu)+\frac{M_4\sigma^4}{24}D'''(\mu)+O(\sigma^6). \tag{2}$$

The expansion is used only where $D$ is smooth. Energies farther away carry the Gaussian tail of $\tilde\delta$, which falls faster than any power of $\sigma$ as $\sigma\to0$.

### 4. Gaussian smearing

The moments follow from integration by parts. Since $y\,e^{-y^2}=-\tfrac12\,\frac{d}{dy}e^{-y^2}$,

$$\int y^{n+2}e^{-y^2}dy=\frac{n+1}{2}\int y^{n}e^{-y^2}dy .$$

Starting from $M_0=1$, this gives $M_2=\tfrac12$, then $M_4=\tfrac32\cdot\tfrac12=\tfrac34$, then $M_6=\tfrac52\cdot\tfrac34=\tfrac{15}{8}$. Equation (2) becomes

$$N=I(\mu)+\frac{\sigma^2}{4}D'(\mu)+\frac{\sigma^4}{32}D'''(\mu)+O(\sigma^6).$$

Now set $\mu=E_F+\delta$ and expand about $E_F$, where $I(E_F)=N$. From here on, $D$ and its derivatives without an argument are taken at $E_F$:

$$0=D\,\delta+\frac{D'}{2}\delta^2+\frac{\sigma^2}{4}\left(D'+D''\delta\right)+\frac{\sigma^4}{32}D'''+\dots$$

The term $\sigma^2D'/4$ must be balanced by $D\delta$, so $\delta$ is of order $\sigma^2$. The terms in $\delta^2$, $\sigma^2\delta$ and $\sigma^4$ are then all of order $\sigma^4$. Hence

$$\boxed{\;\mu-E_F=-\frac{\sigma^2}{4}\,\frac{D'(E_F)}{D(E_F)}+O(\sigma^4)\;} \tag{3}$$

The ratio $D'/D=d\ln D/dE$ is the logarithmic slope of the density of states. It has the unit of inverse energy, so the right side is an energy. For a width given as a standard deviation $s$, the factor $\sigma^2/4$ becomes $s^2/2$.

The sign can be understood by holding $\mu$ at $E_F$ for a moment. Smearing fills some states above and empties some below. If $D$ rises with energy, more states are filled than emptied, and the count is too high by $\sigma^2D'/4$. Lowering the level by $\sigma^2D'/(4D)$ removes this surplus. If $D$ falls with energy, the level moves up. At an extremum of $D$ the quadratic term vanishes.

### 5. A smooth step without the quadratic error

Equation (2) shows what is needed: a broadened delta function with $M_2=0$. A non-negative function cannot have this property, because then $y^2\tilde\delta\ge0$ and its integral is positive. The function must change sign. The simplest even extension of the Gaussian is

$$\tilde\delta_1(y)=(a+by^2)\,\frac{e^{-y^2}}{\sqrt\pi}.$$

With the Gaussian moments found above, the two conditions are

$$M_0=a+\frac b2=1,\qquad M_2=\frac a2+\frac{3b}{4}=0 .$$

The second gives $a=-\tfrac32b$. Inserted in the first, it gives $-b=1$, so $b=-1$ and $a=\tfrac32$:

$$\tilde\delta_1(y)=\left(\tfrac32-y^2\right)\frac{e^{-y^2}}{\sqrt\pi}. \tag{4}$$

This is the first-order Methfessel-Paxton function. In its customary form it is the Gaussian multiplied by $1-\tfrac14H_2(y)$, with the Hermite polynomial $H_2=4y^2-2$. The bracket is $1-y^2+\tfrac12=\tfrac32-y^2$, as in (4).

The occupation follows by integrating from $x$ to infinity. By parts,

$$\int_x^\infty y^2e^{-y^2}dy=\frac{x}{2}e^{-x^2}+\frac12\int_x^\infty e^{-y^2}dy .$$

The coefficient of the remaining Gaussian integral is therefore $\tfrac32-\tfrac12=1$, and

$$f_1(x)=\tfrac12\,\mathrm{erfc}(x)-\frac{x\,e^{-x^2}}{2\sqrt\pi}. \tag{5}$$

The fourth moment is

$$M_4=\tfrac32\cdot\tfrac34-\tfrac{15}{8}=\tfrac98-\tfrac{15}8=-\tfrac34 .$$

Equation (2) now has no term in $\sigma^2$. With $\mu=E_F+\delta$ it reads

$$0=D\,\delta-\frac{\sigma^4}{32}D'''+O(\sigma^6),$$

because $\delta$ is now of order $\sigma^4$ and its square is of order $\sigma^8$. Therefore

$$\boxed{\;\mu-E_F=+\frac{\sigma^4}{32}\,\frac{D'''(E_F)}{D(E_F)}+O(\sigma^6)\;} \tag{6}$$

The quadratic error is cancelled for any smooth $D$, whatever its slope. The total error is not zero.

The price is an occupation outside the range from 0 to 1. For large positive $x$ the second term of (5) outweighs the first and $f_1$ is negative. Since $f_1(-x)=1-f_1(x)$, states well below $\mu$ have occupations above 1. A second consequence concerns the search for $\mu$. The count changes with $\mu$ at the rate $\int D\,\tilde\delta_1\,dE/\sigma$, and $\tilde\delta_1$ is negative for $|y|>\sqrt{3/2}$. If $D$ is small near $\mu$ and large farther out, this rate can be negative, and more than one $\mu$ may then give the right count.

### 6. A model contact metal

Take a constant background and a Gaussian peak of d states above the Fermi level, with energies measured from $E_F$:

$$D(E)=D_{\rm bg}+G(E),\qquad G(E)=A\,e^{-(E-E_p)^2/2w^2}.$$

The parameters are $D_{\rm bg}=0.50$ and $A=2.00$ states/eV per formula unit, $E_p=2.50$ eV and $w=1.20$ eV. They are round values, roughly in the regime of TiN, whose Fermi level lies on the lower flank of the Ti 3d states. They are not a computed band structure of TiN.

With $u=(E_p-E)/w$, we have $G=Ae^{-u^2/2}$ and $d/dE=-(1/w)\,d/du$. Repeated differentiation gives

$$G'=\frac{u}{w}G,\qquad G''=\frac{u^2-1}{w^2}G,\qquad G'''=\frac{u^3-3u}{w^3}G .$$

At $E_F$, $u=2.083$ and $G=0.2283$ states/eV. Hence

$$D=0.7283,\qquad D'=0.3964,\qquad D'''=0.3689,$$

in states/eV, states/eV² and states/eV⁴. The ratios are $D'/D=0.544$ eV⁻¹ and $D'''/D=0.507$ eV⁻³.

For $\sigma=0.2$ eV, equation (3) gives

$$\mu-E_F=-\frac{(0.2)^2}{4}\times0.544\ \text{eV}=-5.44\ \text{meV},$$

and equation (6) gives

$$\mu-E_F=\frac{(0.2)^4}{32}\times0.507\ \text{eV}=0.025\ \text{meV}.$$

Solving the electron count numerically, without any expansion, gives these shifts in meV:

| $\sigma$ (eV) | Gaussian | eq. (3) | MP | eq. (6) |
|---|---|---|---|---|
| 0.1 | −1.360 | −1.361 | 0.0016 | 0.0016 |
| 0.2 | −5.436 | −5.443 | 0.0245 | 0.0253 |
| 0.4 | −21.66 | −21.77 | 0.354 | 0.405 |

Here MP stands for first-order Methfessel-Paxton. Comparing $\sigma=0.1$ eV with half that width, the solved shifts scale as $\sigma^{2.000}$ and $\sigma^{3.991}$.

At 0.4 eV the MP shift is 13% below (6). The next term explains this. The sixth moment of (4) is $\tfrac32\cdot\tfrac{15}8-\tfrac{105}{16}=-\tfrac{15}4$, so the count acquires $-\tfrac{15}{4}\sigma^6D^{(5)}/720=-\sigma^6D^{(5)}/192$, and $\mu$ acquires $+\sigma^6D^{(5)}/(192D)$. Two more derivatives of $G$ give $D^{(5)}=G\,(u^5-10u^3+15u)/w^5$, so that $D^{(5)}/D=-2.5$ eV⁻⁵. At 0.4 eV the correction is $-0.054$ meV, which brings 0.405 down to 0.351 meV, close to the solved 0.354 meV.

## II. Barriers, and where the cancellation ends

### 7. What is carried over

A metal with density of states $D(E)$ has the sharp Fermi level $E_F$. Smearing of width $\sigma$ gives a state the occupation $f(x)$, with $x=(E-\mu)/\sigma$ and $f(x)=\int_x^\infty\tilde\delta(y)\,dy$. The count is an average of sharp counts over the levels $\mu+\sigma y$ with weight $\tilde\delta(y)$. For fixed bands and smooth $D$, the shift $\delta=\mu-E_F$ is

$$\delta_{\rm G}\simeq-\frac{\sigma^2}{4}\frac{D'}{D},\qquad \delta_{\rm MP}\simeq+\frac{\sigma^4}{32}\frac{D'''}{D},$$

for Gaussian smearing, $f_0=\tfrac12\mathrm{erfc}(x)$, and for first-order Methfessel-Paxton (MP) smearing, $f_1=f_0-xe^{-x^2}/(2\sqrt\pi)$. The model metal has $D=0.7283$ states/eV at $E_F$, of which 0.50 is a flat background and 0.2283 belongs to a d peak. Its slope is $D'=0.3964$ states/eV², all from the peak.

### 8. The error in the barrier

With the line-up of the bands held fixed, the computed n-type barrier is

$$E_C-\mu=\Phi_n-\delta .$$

The p-type barrier is $\mu-E_V$, where $E_V$ is the valence-band edge, and it changes by $+\delta$. The sum of the two barriers is the band gap, which is unaffected. For a rising density of states and a fixed line-up, Gaussian smearing makes the n-type barrier too high and the p-type barrier too low. The line-up is fixed when the step comes from an interface calculation that is converged in the width. If the interface is computed with the same smearing as the bulk metal, the step changes too: states in the gap at the interface fill up to $\mu$, smearing alters their occupation, and the interface dipole adjusts. For a contact whose level is strongly pinned by such states, the error in the barrier can then differ from $-\delta$ in size and even in sign. The numbers below refer to the fixed line-up only.

Let the true n-type barrier be 0.50 eV. Gaussian smearing with $\sigma=0.2$ eV then gives 0.5054 eV, and with 0.4 eV it gives 0.5217 eV. The MP values differ from 0.50 eV by 0.02 and 0.35 meV.

If the current is thermionic, it is proportional to $e^{-\Phi_n/k_BT}$. With temperature and prefactor held fixed, the predicted current is wrong by the factor $e^{\delta/k_BT}$. At 300 K, $k_BT=25.85$ meV, so Gaussian smearing gives

$$e^{-5.436/25.85}=0.81,\qquad e^{-21.66/25.85}=0.43$$

for the two widths. The MP factors are 1.001 and 1.014.

Equation (3) can be turned round. To keep the Gaussian error below $\varepsilon$ one needs $\sigma<2\sqrt{\varepsilon/|D'/D|}$, under the assumptions of that equation. For this metal and $\varepsilon=1$ meV the limit is 0.086 eV.

For fixed bands, a converged sum over wave vectors and a smooth density of states, first-order Methfessel-Paxton smearing removes the $\sigma^2$ error in the Fermi level and leaves one of order $\sigma^4$; with the line-up held fixed, the n-type barrier is wrong by $-\delta$. It remains to see what happens when the bands respond, the density of states has a kink or the mesh is finite, and what limits the contact itself sets.
